# One permittivity from tin-foil and vacuum-sphere Ewald dipole sums

## Which formula belongs to the computed dipole?

A calculation of a porous interlayer dielectric ends with a total induced dipole, and a formula must turn it into a permittivity. The choice depends on the boundary condition used in the Ewald sum. In the example below, a vacuum-sphere calculation gives a dimensionless response of 1.150. Read with the formula for that boundary, it means $k=2.87$; read as $k-1$, it would mean $k=2.15$. The second number would promise a lower capacitance between the wires, but it comes from the formula for a different boundary condition.

### Dipole equations and conventions

Gaussian units are used. A cubic cell of side $L$ and volume $V=L^3$ contains $N$ point dipoles $\mathbf p_i$ with isotropic polarizabilities $\alpha_i$, which have the dimension of volume. The response is static, linear and classical. With a uniform applied field $\mathbf F$,

$$
\frac{\mathbf p_i}{\alpha_i}-\sum_j T_{ij}\mathbf p_j=\mathbf F .
$$

Here $T_{ij}$ gives the field at site $i$ due to dipole $j$ and its periodic images; the field of a dipole at its own position is excluded. A dipole has potential $\mathbf p\cdot\mathbf r/r^3=-\mathbf p\cdot\nabla(1/r)$. Its field is minus the gradient of this potential, so the pair tensor is

$$
\partial_a\partial_b\frac1r=\frac{3r_ar_b-r^2\delta_{ab}}{r^5}.
$$

The polarization is $\mathbf P=\sum_i\mathbf p_i/V$. If $\mathbf E$ is the macroscopic field, $\mathbf D=\mathbf E+4\pi\mathbf P=k\mathbf E$ gives $4\pi\mathbf P=(k-1)\mathbf E$. The calculation delivers $X=4\pi P/F$, so what remains is to relate $\mathbf F$ to $\mathbf E$.

### The tin-foil tensor

The lattice sum of $1/r^3$ terms converges conditionally. Ewald's method splits

$$
\frac1r=\frac{\operatorname{erfc}(\eta r)}r+\frac{\operatorname{erf}(\eta r)}r .
$$

For the first part, $\phi=\operatorname{erfc}(\eta r)/r$, define $B=-\phi'/r$ and $C=-B'/r$. Then $\partial_a\phi=-Br_a$, and a second derivative gives $S_{ab}=Cr_ar_b-B\delta_{ab}$, where

$$
B=\frac{\operatorname{erfc}(\eta r)}{r^3}+\frac{2\eta}{\sqrt\pi}\frac{e^{-\eta^2r^2}}{r^2},
$$

$$
C=\frac{3\operatorname{erfc}(\eta r)}{r^5}+\frac{2\eta}{\sqrt\pi}e^{-\eta^2r^2}\left(\frac{2\eta^2}{r^2}+\frac3{r^4}\right).
$$

The second part is the potential of a unit Gaussian charge, with Fourier transform $4\pi e^{-q^2/4\eta^2}/q^2$. Two derivatives multiply it by $-q_aq_b$. This sum also contains each dipole's own smooth field. Near the origin,

$$
\frac{\operatorname{erf}(\eta r)}r=\frac{2\eta}{\sqrt\pi}\left(1-\frac{\eta^2r^2}{3}+\cdots\right),
$$

so the unwanted tensor is $-4\eta^3\delta_{ab}/(3\sqrt\pi)$. Subtracting it adds a positive term:

$$
\begin{aligned}
T^{\rm tf}_{ij,ab}={}&\sum_{\mathbf n}{}'S_{ab}(\mathbf r_{ij}+L\mathbf n)
+\delta_{ij}\frac{4\eta^3}{3\sqrt\pi}\delta_{ab}\\
&-\frac{4\pi}{V}\sum_{\mathbf q\ne0}\frac{q_aq_b}{q^2}e^{-q^2/4\eta^2}\cos(\mathbf q\cdot\mathbf r_{ij}).
\end{aligned}
$$

The prime omits $\mathbf n=0$ when $i=j$. Leaving out $\mathbf q=0$ is the tin-foil condition. It makes the cell average of the smooth dipole field zero. The short-range field also averages to zero, because it is the gradient of a rapidly decaying function and its space integral is a vanishing surface term (the singular contribution at the dipole is included in this average). The dipoles therefore add nothing to the macroscopic field: $\mathbf E=\mathbf F$, and

$$
X_{\rm tf}=k-1,\qquad k=1+X_{\rm tf}.
$$

### The vacuum sphere

Now let the cells fill a large sphere in vacuum, with $\mathbf F$ the uniform field far away. Deep inside, the microscopic sources are the same periodic dipoles as before. The difference between the two dipole fields is periodic and has neither sources nor curl, so it is constant. It equals the macroscopic depolarizing field.

To find that field, represent uniform polarization by two balls of charge density $\pm\rho$, the positive one displaced by $\mathbf s$, with $\mathbf P=\rho\mathbf s$. The field inside a charged ball is $4\pi\rho/3$ times the distance vector from its centre. Hence

$$
\frac{4\pi\rho}{3}\left[(\mathbf r-\mathbf s)-\mathbf r\right]=-\frac{4\pi}{3}\mathbf P .
$$

Since $\mathbf P=\sum_j\mathbf p_j/V$, every block, including $i=j$, changes by the same amount:

$$
T^{\rm vac}_{ij,ab}=T^{\rm tf}_{ij,ab}-\frac{4\pi}{3V}\delta_{ab}.
$$

The macroscopic field is $\mathbf E=\mathbf F-4\pi\mathbf P/3$. Substituting $4\pi\mathbf P=(k-1)\mathbf E$ gives $\mathbf F=(k+2)\mathbf E/3$, so

$$
X_{\rm vac}=\frac{3(k-1)}{k+2}.
$$

Multiplying out, $X_{\rm vac}k+2X_{\rm vac}=3k-3$, and therefore

$$
k=\frac{3+2X_{\rm vac}}{3-X_{\rm vac}}.
$$

For an ellipsoid with depolarization factor $\nu$ along the field, $1/3$ is replaced by $\nu$ and $X=(k-1)/[1+\nu(k-1)]$. A long needle along the field has $\nu\to0$ and recovers the tin-foil formula. A thin slab across the field has $\nu\to1$ and gives $X=(k-1)/k$.

### What agreement between the two routes means

Collect the equations as $A\mathbf p=U\mathbf F$, where $A_{ij}=\delta_{ij}/\alpha_i-T_{ij}$ and $U$ stacks $N$ unit matrices of size three. The boundary change is

$$
A_{\rm vac}=A_{\rm tf}+\frac{4\pi}{3V}UU^{\mathsf T}.
$$

Because $U^{\mathsf T}\mathbf p=V\mathbf P$, moving the extra term to the right gives $A_{\rm tf}\mathbf p=U(\mathbf F-4\pi\mathbf P/3)$. The vacuum solution is thus the tin-foil solution for the internal field. In tensor form, $4\pi\mathbf P=X_{\rm tf}(\mathbf F-4\pi\mathbf P/3)$, or

$$
X_{\rm vac}=X_{\rm tf}\left(1+\frac{X_{\rm tf}}3\right)^{-1}.
$$

Agreement of the two permittivities is therefore an algebraic identity. It can reveal a wrong surface term or inversion formula, but not a poor polarizability or an error common to both tensors.

The procedure is:

1. Build $T^{\rm tf}$ and $A_{\rm tf}$, and factor $A_{\rm tf}$ by Cholesky decomposition. Failure means that the model is unstable at fixed macroscopic field. Success covers only dipole patterns with the period of the cell.
2. Add the surface term and factor $A_{\rm vac}$.
3. Solve for three perpendicular unit fields and form both response tensors.
4. If they are isotropic, apply the two scalar inversions and compare. Otherwise invert the tensors before averaging anything.

The added matrix has no negative eigenvalue, so stability of $A_{\rm tf}$ implies stability of $A_{\rm vac}$. The converse fails. With one dipole per cubic cell, $X_{\rm vac}=4\pi\alpha/V$ passes smoothly through 3, where $k$ diverges and the one-site tin-foil problem becomes unstable. That cell sees only the uniform mode. The simple cubic crystal itself turns unstable earlier, to an alternating pattern of dipole columns, at $4\pi\alpha/V=2.35$ ($k\approx11.8$); in a $2^3$ cell both matrices then fail together. The parameters below, with $4\pi\alpha/a^3=1.48$ for spacing $a$, lie well inside the stable range.

### A porous cell

The example has round parameters in the rough regime of porous silica: a simple cubic lattice with spacing $0.36$ nm and $\alpha=0.0055\ \mathrm{nm}^3$ per unit. A cell of $6^3=216$ sites has side $2.16$ nm. Removing a central $4^3$ block leaves 152 units, a porosity of 29.6% and a pore about 1.44 nm wide (the side of the removed volume; facing wall sites are 1.80 nm apart). Solving the equations gives

$$
X_{\rm tf}=1.8657,\qquad X_{\rm vac}=1.1503,
$$

$$
k=1+1.8657=2.866,\qquad k=\frac{3+2(1.1503)}{3-1.1503}=2.866.
$$

At an applied field of 1 MV/cm, the tin-foil polarization is $0.165\ \mu\mathrm{C/cm^2}$. In the vacuum sphere it is $0.102\ \mu\mathrm{C/cm^2}$, because the internal field is smaller by the factor $(k+2)/3=1.62$. The material is the same.

### Density alone does not fix the local field

For identical polarizabilities, define $y=4\pi N\alpha/(3V)$. The Clausius–Mossotti value is

$$
k_{\rm CM}=\frac{1+2y}{1-y}.
$$

It is a lower bound for a stable arrangement of cubic symmetry in this model. To see this, note that $1/r$ satisfies Laplace's equation away from its source, so every term of the spherical sum has zero trace. Cubic symmetry makes $\sum_{ij}T^{\rm vac}_{ij}$ a multiple of the unit matrix, which must then vanish. Let $u$ be the column of $U$ for one field direction. It follows that $u^{\mathsf T}A_{\rm vac}u=N/\alpha$. Since $A_{\rm vac}$ is positive definite, the Cauchy–Schwarz inequality gives

$$
N^2=(u^{\mathsf T}u)^2\le
(u^{\mathsf T}A_{\rm vac}u)(u^{\mathsf T}A_{\rm vac}^{-1}u),
$$

and hence $X_{\rm vac}=(4\pi/V)u^{\mathsf T}A_{\rm vac}^{-1}u\ge4\pi N\alpha/V=3y$. Stability also gives $X_{\rm vac}=X_{\rm tf}/(1+X_{\rm tf}/3)<3$, where $k$ rises with $X_{\rm vac}$. Thus $k\ge k_{\rm CM}$, with equality when all dipoles are equal.

The full lattice has one dipole per primitive cell, so equality holds and $k=3.93$. For the porous cell, $y=0.3475$ and $k_{\rm CM}=2.60$, well below 2.87. The site-field components along $\mathbf E$ range from $0.78E$ to $2.18E$. Their mean is $1.79E$, above the Lorentz value $(k+2)E/3=1.62E$.

Removing 27 of the 216 units gives a comparison at fixed density and polarizability. One compact block gives $k=3.44$; 27 isolated vacancies on a regular sublattice give 3.46; Clausius–Mossotti gives 3.28. For this pair the uniform-field assumption costs more than the difference between the arrangements, but the pair is not typical. Other cubic arrangements of 27 vacancies go as low as 3.37, so the spread among arrangements, about 0.09, is as large as the gap between that low value and Clausius–Mossotti.

### Error analysis

**Error in the total dipole.** Let the computed total dipole have a small relative error $\epsilon$. The tin-foil error is $\delta k=(k-1)\epsilon$. For the vacuum formula, $dk/dX=9/(3-X)^2$ and $3-X=9/(k+2)$, so

$$
\delta k=\frac{(k+2)^2}{9}\,\frac{3(k-1)}{k+2}\,\epsilon
=\frac{k+2}{3}(k-1)\epsilon .
$$

For $\epsilon=1\%$, the errors here are 0.019 and 0.030. For equal relative error in the dipole, the routes are equally sensitive as $k\to1$, while at large $k$ the vacuum route needs a much more accurate dipole. An error in $\alpha$ or in the common tensor is different: raising $\alpha$ by 1% changes the tin-foil dipole by 1.94% and the vacuum dipole by 1.19%, and both routes give the same $\delta k=0.036$.

**Ewald truncation.** The example uses $\eta L=5$, 27 images of each nearest displacement, and $\mathbf q=2\pi\mathbf m/L$ with $m^2\le81$. Omitted images lie at least $1.5L$ away, where $e^{-\eta^2r^2}\le e^{-56}$. The first omitted reciprocal terms carry $e^{-\pi^2(82)/25}\approx9\times10^{-15}$. There are about $2\pi m\approx57$ vectors per unit of $m^2$, and summing the decaying tail multiplies this by about 3. With the angular average $4\pi/3$, the estimated error in a diagonal element of $VT$ is $6\times10^{-12}$. Changing $\eta L$ to 4, where the reciprocal tail is far smaller, changes $VT$ by at most $6.6\times10^{-12}$, in line with the estimate.

**Surface term.** This can be computed without Ewald's method. Direct sums were weighted by $e^{-sn^2}$, where $\mathbf n$ is the integer cell vector, and the error linear in $s$ was removed by forming $2T(s=0.02)-T(s=0.04)$. For a cell of $2^3$ sites with one missing, at the same spacing and polarizability, the vacuum formula then gives $k=3.4577$; tin-foil Ewald gives 3.4578. This is the same infinite crystal as the isolated-vacancy case above.

**A finite sample.** A sphere of the porous material was also solved in vacuum, using Fourier convolution and conjugate gradients. The response of its central cell is 1.162 for a diameter of five cells and 1.157 for seven, against 1.150 for the periodic vacuum boundary. The larger sphere is 0.54% high. By the error formula, this would raise the extracted $k$ by about 0.016. The approach to the limit is slow and irregular: three cells give 1.0% and nine give 0.45%, and centring the seven-cell sphere on a wall junction instead of a pore gives 0.21%.

**Anisotropy.** A cubic box does not guarantee an isotropic response. Remove one plane in four from a $4^3$ cell, and $k$ is 3.25 in the planes but 2.23 across them. The mean of $X_{\rm tf}$ gives a scalar 2.91, whereas the mean of $X_{\rm vac}$ gives 2.86. The function $X/(1+X/3)$ is concave, so averaging before inversion lowers the vacuum result. Inverting the tensor first restores agreement, although the mean is still not the permittivity for every field direction.

### The model beside porous silica

Dense silica has a static permittivity near 4, and porous low-$k$ films lie roughly between 2 and 3, so the example falls in the practical range. This follows partly from the choice of $\alpha$, which lumps electronic and ionic response together. Real films have an irregular network, a spread of pore sizes and often organic groups. The estimates below change one assumption at a time, starting from $k=2.87$:

- **Finite charge clouds.** Replacing point dipoles by Gaussian clouds (density $\propto e^{-r^2/2w^2}$) of trial width $w=0.08$ nm changes $1/r$ to $\operatorname{erf}(r/2w)/r$. With $\alpha$ held fixed, $k$ falls to 2.74. The shift depends steeply on the trial width: $k$ is 2.86 at $w=0.06$ nm, 2.82 at 0.07 nm and 2.50 at 0.10 nm.
- **A polar impurity.** One freely turning dipole of 1.8 D in each pore, a rough value for a small polar molecule, has orientational polarizability $\mu^2/(3k_BT)=0.026\ \mathrm{nm}^3$ at 300 K. Treated as an extra polarizable point at the pore centre, it raises $k$ to 2.92. This is a very light loading: the pore has room for about 100 water molecules at liquid density, and eight such dipoles per pore, 0.72 nm apart, give 3.38. At 1 MV/cm, saturation reduces the mean moment of the single dipole by about 0.2% and its differential response by about 0.7%.
- **Position disorder.** One sample with random shifts of up to 0.018 nm along each axis gives a direction-averaged 2.874; three others give 2.874 to 2.876. The two scalar routes differ by 1 to $3\times10^{-5}$. Such a small cell is slightly anisotropic: in those three samples the principal values of $k$ differ by 0.02 to 0.03, more than the mean shift of about 0.01.
- **Thermal expansion.** Warming by 100 K with an assumed linear coefficient of 10 ppm/K and fixed $\alpha$ lowers $k$ by 0.011. That coefficient is far above the value for dense fused silica; about 0.55 ppm/K gives a drop of only 0.0006. This is the density effect alone. In real silica the polarizability also changes with temperature and the refractive index rises on warming, so the estimate does not fix even the sign of $dk/dT$. The $1/T$ dependence of the single polar impurity above lowers $k$ by a comparable 0.013 between 300 and 400 K.

The field of 1 MV/cm is one fifth of an assumed rough breakdown field of 5 MV/cm. That ratio does not exclude leakage or slow damage, which the model omits, along with higher multipoles and frequency dependence. The agreement of the two boundary conditions to many digits therefore says nothing about the second digit of a real film's permittivity; a plausible change of cloud width or of polar loading alone moves it.
